# When a lamp-heated wafer becomes thermally unstable, part 2

A lamp heats a semiconductor wafer of uniform temperature $T$. When does a small error $\theta$ in a steady temperature grow at fixed lamp flux? Units are W, cm, K and s, with electronic energies in eV. Per unit wafer area, $I$ is the lamp flux, $L$ the net radiative loss of both faces and $C$ the heat capacity; $a$ is the absorbed fraction of $I$. A prime on $a$ or $L$ is a temperature derivative. The net power is

$$F=Ia-L=a(T)\left[I-I_s(T)\right],$$

with steady flux $I_s=L/a$. The error grows at the rate $\gamma=G/C$, where $G=Ia'-L'=(L/T)(\beta-\ell)$, also $G=-a\,dI_s/dT$, and $\beta,\ell$ are the logarithmic temperature slopes of $a$ and $L$. For constant emissivity and walls at $T_w$,

$$\ell=\frac{4T^4}{T^4-T_w^4}.$$

The "$T^4$ rule", instability whenever $\beta>4$, is not general: a grey wafer, with absorptance $A$ equal at all wavelengths, has $G=-8A\sigma T^3$ under radiation alone ($\sigma$: Stefan–Boltzmann constant).

For slab thickness $d$, surface reflectance $R$, optical depth $x$ and $\tau=e^{-x}$,

$$A=\frac{(1-R)(1-\tau)}{1-R\tau},\qquad r(x)=\frac{d\ln A}{d\ln x}=\frac{x\tau}{1-\tau}\,\frac{1-R}{1-R\tau}.$$

Carriers (total density $N$, donors $N_d$, intrinsic density $n_i$) and lattice vibrations ($\alpha_{\rm ph}$) absorb:

$$x(\lambda,T)=d\left[\sigma_0\left(\frac{\lambda}{\lambda_0}\right)^2N(T)+\alpha_{\rm ph}(\lambda)\right],$$

$$n_i=N_0\left(\frac{T}{300\ \mathrm K}\right)^{3/2}\exp\left(-\frac{E_0}{2kT}\right),\qquad N^2=N_d^2+4n_i^2,$$

$$s=\frac{d\ln N}{d\ln T}=\frac{4n_i^2}{N^2}\left(\frac32+\frac{E_0}{2kT}\right).$$

$E_0$ is the gap extrapolated linearly to zero temperature. At the lamp wavelength $\lambda_0$, $x=x_0$ and $\beta=r(x_0)s$. With blackbody exitance $M$ and normal-incidence absorptance for all directions,

$$L=2\int_0^\infty A(\lambda,T)\,\Delta M\,d\lambda,\qquad \Delta M=M(\lambda,T)-M(\lambda,T_w).$$

Example: diameter 300 mm; $d=0.0775$ cm; $C=0.155$ J/cm²/K; refractive index 3.4, $R=0.2975$; $N_d=10^{16}$ cm⁻³; $N_0=2\times10^{20}$ cm⁻³; $E_0=1.20$ eV; $\sigma_0=2\times10^{-17}$ cm² at the filtered lamp band, 2.0 µm; $\alpha_{\rm ph}=2.0$ cm⁻¹ beyond 6 µm, zero below; black walls at 300 K. At 750 K, $n_i=7.347\times10^{16}$ cm⁻³, $N=1.473\times10^{17}$ cm⁻³, $x_0=0.228$, $\tau=0.796$, $a=0.188$.

Q: And the slope of that absorptance?

A: Here $E_0/2kT=9.28$ and $4n_i^2/N^2=0.995$, so $s=0.995(1.5+9.28)=10.7$. The slab response is

$$r(x_0)=\frac{0.228\times0.796}{0.204}\times\frac{0.7025}{0.763}=0.82.$$

Their product is $\beta=8.80$, when unrounded values are used. At 5 µm the optical depth is 1.43 and the same formula gives $r=0.34$. This is the saturation that separates the two bands.

The loss integral was evaluated by Gaussian quadrature in wavelength. It gives $L=1.950$ W/cm² and $\ell=6.24$. A constant emissivity would have given $4/(1-300^4/750^4)=4.11$, so the rise of the wafer's effective emissivity with temperature matters. The steady lamp flux is $I=1.950/0.1879=10.4$ W/cm², and

$$G=\frac{1.950}{750}(8.795-6.243)=0.00663\ \mathrm{W/cm^2/K}.$$

The growth rate is $0.00663/0.155=0.0428$ s⁻¹, and the growth time is 23.4 s. An error of 0.1 K needs $23.4\ln10=54$ s to reach 1 K. An exposure of a few seconds would end before this instability had developed far.

Q: What would a grey wafer with the same absorptance do?

A: With radiative loss alone, it would return to 750 K. With the same $a$ and its slope, but with that absorptance at all wavelengths,

$$\gamma=-\frac{8a\sigma T^3}{C}=-\frac{8(0.1879)(5.67\times10^{-12})(750)^3}{0.155}=-0.0232\ \mathrm{s^{-1}}.$$

Its lamp absorptance still has $\beta=8.80$, well above four. The $T^4$ rule would have predicted instability, and it would have been wrong.

Q: Where does the unstable interval of the selective wafer end, and where does a runaway stop?

A: A scan of $I_s(T)$ in 1 K steps from 350 to 1399 K shows one maximum and one minimum. Solving $G=0$ near them by a bracketed root search gives 595 K at 17.8 W/cm² and 858.5 K at 8.52 W/cm². The falling, unstable branch lies between.

For the flux that balances the wafer at 750 K there are also stable states at 486 K and 971 K. Since $F=a(I-I_s)$, a wafer displaced upward from 750 K heats until it reaches 971 K, and one displaced downward cools to 486 K. The lamp setting is the same for both outcomes. In this model the runaway has a finite end, because the lamp absorptance saturates.

If the flux is raised slowly from the cold branch, the wafer follows that branch to 595 K and then jumps to 1122 K. If the flux is lowered slowly from the hot branch, the wafer follows it to 858.5 K and then falls to 462 K. These are the steady states at the two turning fluxes. The heating and cooling paths differ, which is hysteresis.

Q: A real annealer measures temperature and adjusts its lamps. Does feedback remove the problem?

A: It can remove the uniform instability. Let the controller reduce the flux by $K\theta$. To first order the absorbed power then changes by an additional $-aK\theta$, so

$$C\dot\theta=(G-aK)\theta.$$

Stability requires

$$K>\frac{G}{a}=\frac{0.00663}{0.1879}=0.0353\ \mathrm{W/cm^2/K}.$$

That is about 0.34% of the 10.4 W/cm² lamp flux per kelvin of error. The bound equals the local steepness $-dI_s/dT$, so this value belongs to 750 K, and steeper parts of the falling branch need a larger gain.

Q: You have assumed an instantaneous lamp. What if it has a delay?

A: Represent its response by a first-order lag $t_\ell$:

$$t_\ell\frac{d(\delta I)}{dt}=-\delta I-K\theta,\qquad C\dot\theta=G\theta+a\,\delta I.$$

The matrix of this system, acting on $(\theta,\delta I)$, has trace and determinant

$$\mathrm{tr}=\frac GC-\frac1{t_\ell},\qquad \det=\frac{aK-G}{Ct_\ell}.$$

A two-by-two real linear system is stable when the trace is negative and the determinant positive. Thus $K>G/a$ remains necessary, and in addition $t_\ell<C/G$. For this wafer the lag must be shorter than 23.4 s. A pure dead time or a slow sensor would need its own analysis.

Q: With that satisfied, is the whole wafer stable?

A: Not necessarily. One side may warm while the other cools, leaving the mean unchanged. Add lateral heat conduction and let $\theta$ depend on position. With thermal conductivity $k_t$, averaging over the thickness gives

$$C\frac{\partial\theta}{\partial t}=G\theta+k_td\nabla^2\theta+a\,\delta I.$$

The slope of $k_t$ does not appear at first order, because the starting temperature is uniform and $\nabla\theta$ is already small. Neglect heat loss through the rim, so that the radial derivative vanishes at the wafer radius $b$.

Use modes $\psi$ obeying $\nabla^2\psi=-q^2\psi$. On a disc they are $J_m(q\rho)\cos m\varphi$ and the corresponding sine modes, where $\rho$ is the radial coordinate. The rim condition is $J_m'(qb)=0$. Each nonuniform mode has zero mean, since

$$\int\psi\,dS=-\frac1{q^2}\int\nabla^2\psi\,dS=-\frac1{q^2}\oint\frac{\partial\psi}{\partial\rho}\,ds=0.$$

Now project the heat equation on such a mode. A spatially uniform $\delta I$ has no projection, so the mode's amplitude grows at

$$\gamma_q=\frac{G-k_tdq^2}{C}.$$

A uniform lamp correction leaves this rate unchanged at first order, whatever sensor drives it.

Q: Which pattern appears first as the wafer is made larger?

A: The nonuniform mode with the smallest $q$ is the tilt across a diameter, $m=1$, with $qb=1.8412$. Setting its growth rate to zero gives the critical radius

$$b_c=1.8412\sqrt{\frac{k_td}{G}}.$$

With $k_t=0.40$ W/cm/K,

$$b_c=1.8412\sqrt{\frac{0.40\times0.0775}{0.00663}}=3.98\ \mathrm{cm}.$$

For a radius of 15 cm,

$$\gamma_{\rm tilt}=0.0428\left[1-\left(\frac{3.98}{15}\right)^2\right]=0.0398\ \mathrm{s^{-1}}.$$

The tilt grows in 25.1 s, almost as fast as the uncontrolled uniform error. Conduction across so large a wafer is too weak to help much.

Q: Could separately controlled lamp rings, or rotation of the wafer, cure the tilt?

A: Rings can act on axisymmetric patterns, but their heating has no $\cos\varphi$ component and so no projection on the tilt. Fast rotation averages out the angular part of a lamp nonuniformity that is fixed in the chamber, but leaves its radial part. Under an axisymmetric lamp, however, the equation in the frame of the wafer is unchanged, and the tilt turns with the wafer and grows at the same rate. Control of this mode needs heating that varies with angle and follows the pattern, or a change of conditions that makes $G$ smaller. The tilt is only the fastest nonuniform pattern. At 750 K every mode with $qb<1.8412\times15/3.98=6.94$ grows on the 15 cm wafer, which gives 15 modes when cosines and sines are counted, with $m$ up to 5 and only one of them axisymmetric.

Q: You filtered the lamp. What if some light above the band gap leaks through?

A: Light well above the gap is absorbed strongly at any temperature considered here, so it adds a nearly constant absorptance $A_1=1-R$. Let it form a fraction $f$ of the incident flux. At fixed wafer temperature the total absorptance is

$$a_f=(1-f)a+fA_1.$$

If the carriers created by this light are neglected, $a$ and the loss are unchanged. Instability now requires $(1-f)a'/a_f>L'/L$. Multiplication by the positive quantity $a_fL/L'$, followed by collection of the $f$ terms, gives

$$(1-f)\left(\frac{a'L}{L'}-a\right)>fA_1.$$

Since $a'L/L'=a\beta/\ell=0.2647$, the boundary is

$$\frac f{1-f}=\frac{0.2647-0.1879}{0.7025}=0.109,\qquad f=0.0985.$$

About 10% of above-gap light restores stability at 750 K. Other temperatures have their own boundary, so part of the interval can remain unstable at this fraction. The neglect of photogenerated carriers needs a short recombination lifetime: for 1.5 eV photons the boundary at 750 K moves to $f=0.095$ for a lifetime of 100 µs and to $0.064$ for 1 ms.

Q: An ordinary halogen lamp must exceed that. Is it stable?

A: In this model it is. I represented the unfiltered lamp by a 2800 K blackbody between 0.3 and 3.5 µm and let the gap be $E_0-\eta T$, with $\eta=3\times10^{-4}$ eV/K. All light above the gap was given the absorptance $1-R$, which overstates the absorption just above an indirect gap. At 750 K, 43.5% of the flux then lies above the gap. On a grid of 10 K steps from 350 to 1390 K, the logarithmic slope of the loss exceeds that of the absorptance by at least 2.6. With radiative loss alone, the instability therefore depends on removing most of the above-gap light, and lamp heating as such does not imply it.

Q: The chamber also contains gas. Surely extra cooling makes the wafer safer?

A: Not at 750 K, if the lamp is turned up to keep the same temperature. Let gas conduction remove $h(T-T_w)$ per unit area. The flux must rise to $I=[L+h(T-T_w)]/a$, and the new coefficient is

$$G_{\rm gas}=\left[L+h(T-T_w)\right]\frac{a'}a-L'-h=G+h\left[(T-T_w)\frac{a'}a-1\right].$$

Take gas of conductivity $5\times10^{-4}$ W/cm/K in a 1 cm gap on each side, which gives $h=10^{-3}$ W/cm²/K. With $a'/a=8.795/750$ K⁻¹, the bracket is $5.28-1=4.28$. Hence $G_{\rm gas}=0.0109$ W/cm²/K, about 64% above the value without gas. For a constant gas conductivity the gas loss rises only linearly with temperature, while the extra lamp power needed to balance it is absorbed with the steep slope of $a$. The unstable interval widens to 577–871 K. The same gas term, $+0.00428$ W/cm²/K, also outweighs the $-0.00360$ W/cm²/K of the grey wafer, which becomes weakly unstable at 750 K. The unfiltered lamp stays stable with this gas, its least slope margin falling to 2.2, but that margin turns negative for a coupling as strong as $h=3\times10^{-2}$ W/cm²/K. Convection is not included.

Q: How much do the other simplifications matter?

A: The interval is less sensitive to two optical ones. If the carrier cross-section is made proportional to temperature, with its 750 K value held fixed, the interval becomes 587–860 K. If thermal emission is averaged over angle and polarization with the Fresnel reflectances and the refracted path lengths, it is 595–859 K on a 1 K grid. The square law in wavelength matters more. With the full Drude form, matched to the same cross-section at 2 µm, the interval narrows to 605–856 K and $G$ at 750 K falls from 0.0066 to 0.0050 W/cm²/K, which lengthens the growth time to about 31 s and raises the critical radius to about 4.6 cm.

Several other effects are small for these numbers. At the hot state of 971 K, 0.51% of blackbody emission lies above the gap, where the model omits interband emission. At 750 K the intrinsic density is $7.4\times10^{-4}$ of the effective band density for the free-electron mass, so the nondegenerate formula is reasonable. If half the loss had to cross the whole thickness, the temperature drop would be

$$\frac{(L/2)d}{k_t}=\frac{0.975\times0.0775}{0.40}=0.19\ \mathrm K.$$

The rim has 0.52% of the area of the two faces.

Q: How should I set this beside an actual rapid thermal process?

A: The wafer dimensions and the temperature are in the range of such processes, though 750 K is toward its cool end. The filtered 2 µm lamp band is far from the usual broad halogen spectrum, and the result depends on excluding most of the light above the gap. Going from the filtered band to the unfiltered spectrum changes the model's answer from unstable to stable. The flux is also demanding for a narrow band. A 2800 K blackbody filling the whole view of one face supplies about 97 W/cm² per µm of bandwidth at 2 µm, so 17.8 W/cm² needs a band at least 0.18 µm wide, or half that if both faces are lit. Real lamps deliver less and need a wider band, for which the absorptance at a single wavelength is only an approximation. Black, cold walls are another idealization: a reflecting chamber returns some of the wafer's emission, and I have not calculated that shift. Surface films and patterns can also alter both spectra. The numbers describe a mechanism in a schematic wafer and do not predict the behaviour of a particular tool.

Q: What would you measure first if you suspected this instability?

A: I would measure the steady lamp flux against temperature under closed-loop control, changing the set temperature slowly. With enough gain, the controller can hold states that would be unstable at fixed flux, provided the wafer remains laterally uniform. I would therefore use a piece narrower than the smallest critical radius in the interval. A falling part of its measured curve would identify the unstable interval without a separate model of absorptance or emissivity. A wider wafer can tilt during so slow a measurement, and its flux at a given mean temperature then no longer follows $I_s$. Temperatures at several angles would reveal the tilt, which a steady mean can conceal, but they would not recover the uniform curve.
